\section*{Why Germanium Acceptors Share Infrared Line Spacings but Not Ionization Energies}

\section{Result}

A hole bound to a group-III acceptor in germanium has an even ground level, whose envelope is finite at the impurity core. Infrared absorption takes it to odd levels, whose envelopes vanish there. Let $B_g$ be the binding energy of the ground level and $B_j$ that of final level $j$, both positive. The line energies and their spacings are
\begin{equation}
h\nu_j=B_g-B_j,\qquad h\nu_j-h\nu_i=B_i-B_j .
\label{eq:lines}
\end{equation}
The ground level cancels from the spacing. If $\delta$ denotes the change from one acceptor to another, then
\begin{equation}
\delta(h\nu_j-h\nu_i)=\delta B_i-\delta B_j .
\label{eq:change}
\end{equation}
A different core changes $B_g$ by up to a few millielectronvolts. In the model below, with a core range of 0.25 nm, it changes each odd $B_j$ by less than a microelectronvolt, so the line series shifts almost rigidly. The coincidence is approximate: the core acts weakly on odd levels, and the crystal site has no inversion centre.

\section{The common part: band structure and Coulomb field}

Hole energy is counted positive into the valence band. Near the band edge the hole carries a spin $J=3/2$, and the Luttinger kinetic energy is
\begin{align}
T=\frac{\hbar^2}{2m_0}\Big[&\big(\gamma_1+\tfrac52\gamma_2\big)k^2-2\gamma_2\sum_i k_i^2J_i^2\nonumber\\
&-2\gamma_3\sum_{i<j}k_ik_j(J_iJ_j+J_jJ_i)\Big].
\end{align}
Since $J^2/3=5/4$, the isotropic part of the second term is $-\tfrac52\gamma_2k^2$, which cancels the $\gamma_2$ in the first. What remains is $\gamma_1k^2$ plus five quadrupole terms, two with coefficient $\gamma_2$ and three with $\gamma_3$. Averaging over rotations gives all five the mean coefficient $\gamma=(2\gamma_2+3\gamma_3)/5$. This is the spherical approximation; the discarded part, the cubic warping, is weighed later. With $\mu=2\gamma/\gamma_1$,
\begin{equation}
T=\frac{\hbar^2\gamma_1}{2m_0}k^2(1-\mu\Lambda),\qquad
\Lambda=(\hat{\mathbf k}\cdot\mathbf J)^2-\tfrac54 .
\end{equation}
The projection $\lambda=\hat{\mathbf k}\cdot\mathbf J$ is $\pm3/2$ for heavy holes and $\pm1/2$ for light holes, so $\Lambda=+1$ or $-1$, and $\Lambda^2=1$.

Lengths are measured in $a^*=a_0\gamma_1\varepsilon$ and energies in $\mathrm{Ry}^*=\mathrm{Ry}/(\gamma_1\varepsilon^2)$. Then $\hbar^2\gamma_1/(2m_0a^{*2})=\mathrm{Ry}^*$, and the Coulomb energy at distance $a^*$ is $2\,\mathrm{Ry}\,a_0/(\varepsilon a^*)=2\,\mathrm{Ry}^*$. With a core of depth $U$ and range $b$,
\begin{equation}
H=k^2(1-\mu\Lambda)-\frac2r-U e^{-r^2/b^2}.
\label{eq:H}
\end{equation}
The first two terms belong to the host and to the single charge of the acceptor. The last stands for everything that depends on the element.

\section{What parity contributes}

Let $L$ be the envelope angular momentum and $\mathbf F=\mathbf L+\mathbf J$. The Hamiltonian \eqref{eq:H} conserves $F$. Because $\Lambda$ is quadratic in $\hat{\mathbf k}$, it connects $L$ with $L$ and $L\pm2$ and conserves envelope parity.

The ground level $1S_{3/2}$ contains $L=0,2$. For $L=0$ the angular average of $(\hat{\mathbf k}\cdot\mathbf J)^2$ is $5/4$, so $\Lambda_{00}=0$. From $\Lambda^2=1$ it follows that $|\Lambda_{02}|=1$: the $s$ part is coupled to a $d$ part with strength $\mu$.

The dipole operator is proportional to $\mathbf r$ and odd. Its matrix element between two even envelopes is the integral of an odd function and vanishes. Since $\mathbf r$ is a vector, $F$ changes by at most one, and the final levels are odd with $F=1/2,3/2,5/2$. They contain $L=1$ and, for the two larger $F$, also $L=3$.

The $p$-channel kinetic energy is $(1-\mu\Lambda_{11})k^2$, with $\Lambda_{11}$ found as follows.
\begin{itemize}
\item $F=1/2$: orbital angular momentum has no component along $\hat{\mathbf k}$, so $\lambda$ is the component of $\mathbf F$ along $\hat{\mathbf k}$ and $|\lambda|\le F$. Hence $|\lambda|=1/2$ and $\Lambda_{11}=-1$.
\item $F=3/2$: the amplitude for projection $\lambda$ is the coefficient $\langle10;\tfrac32\lambda|\tfrac32\lambda\rangle$. By the Wigner--Eckart theorem it is proportional to the matrix element of $J_z$, that is, to $\lambda$. The heavy and light weights are as $9:1$, so $\Lambda_{11}=(9-1)/10=4/5$.
\item $F=5/2$: the spin trace of $\Lambda$ is zero, so over all $L=1$ states $2(-1)+4(\tfrac45)+6\Lambda_{11}=0$, which gives $\Lambda_{11}=-1/5$.
\end{itemize}
The $2P_{3/2}$ level thus has the heaviest $p$ channel.

For $F=1/2$ there is no $L=3$ partner, and $H=(1+\mu)k^2-2/r$ without the core. Setting $r=(1+\mu)\rho$ turns this into the hydrogen Hamiltonian $k_\rho^2-2/\rho$ divided by $1+\mu$. The $n=2$ binding is therefore
\begin{equation}
B(2P_{1/2})=\frac{\mathrm{Ry}^*}{4(1+\mu)} .
\label{eq:P12}
\end{equation}

\section{What the core amplitude contributes}

To first order in $U$, the binding increases by
\begin{equation}
\Delta B=Uw,\qquad w=\big\langle e^{-r^2/b^2}\big\rangle .
\end{equation}
For a core much smaller than the orbit, the radial envelope can be replaced by its leading term at the origin. An even $S$ level has $R_0(r)\simeq R_0(0)$; an odd level has $R_1(r)\simeq R_1'(0)\,r$. Its $L=3$ part starts at a higher power, because the linear term of a differentiable envelope is a vector and has $L=1$. Then
\begin{align}
w_S&\simeq R_0(0)^2\int_0^\infty r^2e^{-r^2/b^2}dr=\frac{\sqrt\pi}{4}R_0(0)^2b^3,\\
w_P&\simeq R_1'(0)^2\int_0^\infty r^4e^{-r^2/b^2}dr=\frac{3\sqrt\pi}{8}R_1'(0)^2b^5 .
\label{eq:wP}
\end{align}
The odd level has two extra powers of core size over orbit size. Computed envelopes without a core give powers 2.93 for $1S_{3/2}$ and 4.92 for $2P_{3/2}$ when $b$ goes from 0.1 to 0.2 nm, close to 3 and 5.

\section{Worked example}

Take the rough germanium values $\gamma_1=13.4$, $\gamma_2=4.2$, $\gamma_3=5.7$, $\varepsilon=15.4$. Then
\begin{align}
\mu&=\frac{4(4.2)+6(5.7)}{5(13.4)}=0.761,\\
\mathrm{Ry}^*&=\frac{13.606\ \mathrm{eV}}{13.4\times15.4^2}=4.281\ \mathrm{meV},
\end{align}
and $a^*=10.92$ nm. Equation \eqref{eq:P12} gives $4.281/(4\times1.761)=0.608$ meV for $2P_{1/2}$. The coupled levels are found by diagonalization. Without a core the bindings are 9.53 meV for $1S_{3/2}$, 4.11 meV for $2P_{3/2}$ and 2.40 meV for $2P_{5/2}$. Two different bases, one with the kinetic energy in momentum space and one with differential operators in real space, agree on these three levels to 0.0001 meV.

The core range is set to $b=0.25$ nm, about a bond length. For three model acceptors the depth $U$ is chosen so that the ground binding is 11, 12 or 13 meV. The digits below serve to compare acceptors within the model; they are not its accuracy for real germanium.

\begin{center}
\begin{tabular}{ccccc}
$B_g$ & $U$ & $2P_{3/2}$ line & $2P_{5/2}$ line & spacing\\
(meV) & (eV) & (meV) & (meV) & (meV)\\
\hline
11 & 3.18 & 6.892 & 8.599 & 1.7074\\
12 & 4.10 & 7.892 & 9.599 & 1.7075\\
13 & 4.69 & 8.892 & 10.599 & 1.7076
\end{tabular}
\end{center}

The first line moves by 2.00 meV, from a wavelength of about 180 to 139 $\mu$m. Among the four spacings measured from the first line to the other computed lines, the largest change is 0.27 $\mu$eV, about one part in 7000 of that movement.

The core weights show where this comes from. They are $w=2.52\times10^{-4}$ for $1S_{3/2}$ and $1.35\times10^{-7}$ for $2P_{3/2}$, a ratio of 1859. For the 13 meV acceptor, first order gives
\begin{align}
\Delta B(2P_{3/2})&\simeq4.687\ \mathrm{eV}\times1.354\times10^{-7}=0.63\ \mu\mathrm{eV},\\
\Delta B(1S_{3/2})&\simeq4.687\ \mathrm{eV}\times2.517\times10^{-4}=1.18\ \mathrm{meV}.
\end{align}
Diagonalization gives 0.75 $\mu$eV and $13-9.53=3.47$ meV. First order is fair for the odd level but three times too small for the ground level, whose envelope the core distorts strongly. This widens the contrast between the two.

The $2P_{1/2}$ level allows a closed estimate. Its envelope is hydrogenic with radius $1+\mu$ in units of $a^*$, so $R_1'(0)^2=1/[24(1+\mu)^5]$. With $b/a^*=0.0229$, equation \eqref{eq:wP} gives $w\simeq1.0\times10^{-11}$ and a shift near $5\times10^{-5}$ $\mu$eV, consistent with the 0.000 $\mu$eV in the numerical output.

\section{Parity or merely a large orbit?}

An excited hole is spread over a large volume whatever its parity, so one might credit the size of the orbit alone. The even level $2S_{3/2}$ separates the two causes. Without a core its binding is 2.83 meV, between those of $2P_{3/2}$ and $2P_{5/2}$. The cores of the 11 and 13 meV acceptors raise it by 0.179 and 0.388 meV. A spacing between this level and an odd one would change by about 0.21 meV, several hundred times the largest change found between odd levels. Weak binding alone does not explain the contrast; the missing $s$ amplitude does. Parity acts only by excluding that amplitude: the lowest even $F=5/2$ level, with $L=2,4$ and a binding of 1.80 meV, shifts by less than 0.001 $\mu$eV.

Doubling the core range matters less here than the presence of an $s$ amplitude. With $b$ doubled to 0.5 nm and the three ground bindings held fixed, the largest spacing change grows to 1.7 $\mu$eV, a factor of 6.4. The first-order rule $\Delta B\propto Ub^5$, with the refitted depths of 0.55 and 0.91 eV for the outer two acceptors, predicts
\begin{equation}
\frac{0.910-0.550}{4.687-3.178}\times2^5=7.6 .
\end{equation}
The two agree in size; the rule leaves out core distortion and the variation of the envelope across the core.

\section{Weighing what was left out}

\textit{Cubic warping.} The heavy-hole mass is $0.20\,m_0$ along $[100]$ and $0.50\,m_0$ along $[111]$, so the spherical approximation is crude for line positions. To first order, warping splits $2P_{5/2}$ into a fourfold level bound by 0.26 meV more and a twofold level bound by 0.51 meV less. At this order the $2P_{5/2}$ line becomes two, 0.77 meV apart. Higher orders are not small. With the full cubic Hamiltonian and $L\le7$ the two shifts are about $+0.4$ and $-0.3$ meV; $2P_{3/2}$, unshifted at first order, is bound by about 0.36 meV more, and its core shift at the depth of 4.69 eV rises to about 1.2 $\mu$eV. The effect is hundreds of times larger than the core shifts of the odd levels, or more, but it belongs to the host. It is even in $\mathbf k$, so it keeps the final levels odd and enters the spacings of all acceptors alike, apart from the small core shifts.

\textit{No inversion centre.} The site has tetrahedral symmetry, which admits core terms such as $x(J_yJ_z+J_zJ_y)$ plus cyclic permutations. These are odd in $\mathbf r$ and mix $p$ with $s$ envelopes in the fourfold levels; $2P_{1/2}$ and the twofold part of $2P_{5/2}$ do not couple to $s$. Two levels a distance $\Delta$ apart, coupled by $M$, have energies $\pm\sqrt{\Delta^2/4+M^2}$ about their mean, so each moves by
\begin{equation}
\sqrt{\Delta^2/4+M^2}-|\Delta|/2 .
\end{equation}
Suppose the odd core term is as strong as the even one, set the angular factors to one, and add the magnitudes of the repulsions from all computed even $F=3/2$ levels, ignoring that levels above and below push in opposite directions. For the 13 meV acceptor this gives 3.6 $\mu$eV for $2P_{3/2}$ and less for the other odd levels. It is an estimate of size, not a bound, since even levels with other $F$ are omitted. Only $1S_{3/2}$ lies below $2P_{3/2}$; it supplies 0.9 $\mu$eV against 2.7 $\mu$eV from the levels above, so the signed sum is 1.8 $\mu$eV. With the true angular factors, for the spin operator scaled to eigenvalues $\pm1$, the net shift drops to about 0.35 $\mu$eV. Since the strength of the odd term is also unknown, the estimate does not decide whether broken parity or the direct shift of 0.75 $\mu$eV matters more. The estimate is about 0.2\% of the 2 meV range of the ground level.

\textit{Temperature and neighbours.} At 8 K, $k_BT=0.69$ meV, and the Boltzmann factor of $2P_{3/2}$ for the 11 meV acceptor is $5\times10^{-5}$, so absorption starts from the ground level. At a density $n=10^{14}$ cm$^{-3}$ the length $n^{-1/3}$ is 215 nm, and for randomly placed acceptors the mean distance to the nearest one is $0.554\,n^{-1/3}=119$ nm, against an rms radius of 29 nm for $2P_{5/2}$. The hydrogenic $2P_{1/2}$ orbit is much larger: its rms radius is $\sqrt{30}\,(1+\mu)a^*=105$ nm, close to the mean nearest-neighbour distance, so at this doping it already feels its neighbours. The isolated-acceptor picture is then reasonable for compact levels such as $2P_{3/2}$ and $2P_{5/2}$, while the most weakly bound levels require purer samples. This holds on the millielectronvolt scale only: the resonant dipole coupling between neighbours on the $2P_{5/2}$ line is about 1 $\mu$eV at 119 nm and 8 $\mu$eV at 60 nm, more than the core shifts of the odd levels.

\section{Comparison with real acceptors}

The chosen bindings cover the rough range of the real series, from about 11 meV for boron to about 13 meV for thallium. The band parameters are typical, but the core is a stand-in. Its fitted depth of 3 to 5 eV far exceeds the split-off energy of roughly 0.29 eV, so a four-component envelope theory does not describe the interior of the core. The fit also absorbs whatever warping does to the ground level. What carries over to real acceptors is the ordering of sizes: a large element-dependent shift of the even ground level and a small one of the odd levels. Line positions can be wrong by several tenths of a millielectronvolt, as the warping shifts show.

The argument requires an equal net charge seen by the excited hole, a core much smaller than the orbit, and the same strain and electric field in the samples compared. A singly ionized double acceptor binds its hole with charge two, and its spacings are four times larger in this model. In a neutral double acceptor the inner hole screens one charge and acts as a large core, so the spacings lie near those of a single acceptor but match less closely. Strain or a field acts on the odd levels directly and can change the spacings without any help from the core.

\section*{Values computed for the example and the checks}
\begin{verbatim}
Luttinger parameters g1, g2, g3: 13.4, 4.2, 5.7; permittivity 15.4
mu = 0.7612; Ry* = 4.281 meV; a* = 10.92 nm
1S3/2 binding, Gaussian / Laguerre basis: 9.5318 / 9.5318 meV
2P3/2 binding, Gaussian / Laguerre basis: 4.1076 / 4.1076 meV
2P5/2 binding, Gaussian / Laguerre basis: 2.4006 / 2.4007 meV
No core: 1S3/2 9.532, 2S3/2 2.829 meV
No core, odd: 2P3/2 4.108, 2P5/2 2.401, 3P3/2 1.857, 3P5/2 1.225, 2P1/2 0.608 meV
Core range 0.25 nm; core weight 1S3/2 2.517e-04, 2P3/2 1.354e-07
Core weight ratio 1S3/2 to 2P3/2: 1859
Power of core range in weight: 1S3/2 2.928, 2P3/2 4.924
Columns below: 2P3/2, 2P5/2, 3P3/2, 3P5/2, 2P1/2
Acceptor with binding 11 meV: core depth 3.178 eV
  line energies (meV): 6.8919, 8.5993, 9.1427, 9.7748, 10.3923
  spacing from first line (meV): 1.70737, 2.25078, 2.88288, 3.50034
  odd-level shifts (ueV): 0.479, 0.041, 0.170, 0.015, 0.000
  2S3/2 shift: 0.1793 meV
Acceptor with binding 12 meV: core depth 4.098 eV
  line energies (meV): 7.8918, 9.5993, 10.1427, 10.7748, 11.3923
  spacing from first line (meV): 1.70752, 2.25089, 2.88304, 3.50050
  odd-level shifts (ueV): 0.639, 0.054, 0.227, 0.020, 0.000
  2S3/2 shift: 0.2882 meV
Acceptor with binding 13 meV: core depth 4.687 eV
  line energies (meV): 8.8917, 10.5993, 11.1426, 11.7748, 12.3923
  spacing from first line (meV): 1.70762, 2.25096, 2.88314, 3.50061
  odd-level shifts (ueV): 0.747, 0.062, 0.265, 0.023, 0.000
  2S3/2 shift: 0.3880 meV
Spread of first line over acceptors: 1.9997 meV
Largest spread of a spacing: 0.269 ueV
Same with core range 0.5 nm: 1.710 ueV
Core depths for that range: 0.550, 0.760, 0.910 eV
2P3/2 shift / first-order value, 13 meV acceptor: 1.177
Heavy-hole mass along [100], [111]: 0.200, 0.500 m0
Warping of 2P5/2 binding: fourfold +0.255, twofold -0.510 meV
Parity-mixing size estimate (ueV): 3.639, 0.296, 1.542, 0.123, 0.000
13 meV binding / split-off energy (290 meV): 0.045
kT at 8 K: 0.689 meV; Boltzmann factor of 2P3/2, 11 meV acceptor: 4.6e-05
2P5/2 rms radius 28.6 nm; acceptor distance at 1e+14 cm^-3: 215 nm
\end{verbatim}
